# Size laws for island diffusion by random boundary motion

## Definitions and conventions

A compact island, one atomic layer high, has area $A=\pi R^2$ and contains $N=A/\Omega$ atoms, each covering an area $\Omega$. Its edge is isotropic, with free energy $\gamma$ per length. Its centroid is $\mathbf X$, and its diffusivity $D$ is defined in two dimensions by

$$\langle|\Delta\mathbf X|^2\rangle=4Dt .$$

Atoms leave the edge at rate $w/2$ per unit length and rejoin it at the same mean rate. Thus $w$ counts both kinds of event, and its unit is 1/(length × time). If an atom leaves at one edge point and rejoins at another, $\varphi$ is the angle between them seen from the centre, and

$$C=\langle\cos\varphi\rangle .$$

The result to be implemented is

$$\boxed{D=\frac{\Omega^2 w\,(1-C)}{2\pi R}}\tag{1}$$

It holds for $N\gg1$, for small fluctuations about a circle, to linear order in the edge displacement, and for events that are independent apart from the pairing described by $C$. The powers of $R$ found below assume that the local rates do not themselves depend on $R$. Short-range correlations, such as immediate back-hops, must already be contained in effective local rates.

## From atomic events to the centroid

Let an atom be added at $\mathbf x$. The new centroid is $(N\mathbf X+\mathbf x)/(N+1)$. Subtracting $\mathbf X$ gives the shift, and removal follows in the same way:

$$\Delta\mathbf X_{\rm add}=\frac{\mathbf x-\mathbf X}{N+1},\qquad
\Delta\mathbf X_{\rm remove}=-\frac{\mathbf x-\mathbf X}{N-1}.$$

For $N\gg1$ both have length $R/N=R\Omega/A$.

**Uncorrelated events.** There are $2\pi Rw$ events per unit time. Their shifts are independent and average to zero around the edge, so their mean squares add:

$$4D=2\pi Rw\left(\frac{R\Omega}{A}\right)^2
=\frac{2\pi R^3w\Omega^2}{\pi^2R^4}
=\frac{2\Omega^2w}{\pi R}.$$

Therefore

$$D_{\rm unc}=\frac{\Omega^2w}{2\pi R}.\tag{2}$$

The exponent has a simple origin. The number of events grows as $R$, while the squared shift of one event falls as $(R/R^2)^2=R^{-2}$.

**Paired events.** Let the same atom leave in direction $\mathbf e$ and rejoin in direction $\mathbf e'$. The net shift is $(R\Omega/A)(\mathbf e'-\mathbf e)$. Since $|\mathbf e'-\mathbf e|^2=2(1-\cos\varphi)$, and pairs occur at rate $2\pi R\,(w/2)=\pi Rw$,

$$4D=\pi Rw\,\frac{2R^2\Omega^2}{A^2}(1-C)
=\frac{2\Omega^2w(1-C)}{\pi R}.$$

Division by four gives (1). The observation time must be long compared with the return times that contribute appreciably to $C$. Setting $C=0$ recovers (2).

## Edge diffusion and its two limits

An atom released from a kink walks along the edge with diffusivity $D_e$ and is captured at rate $k$. Let $p(\varphi,t)$ be the probability density that it is still walking and has reached angle $\varphi$:

$$\frac{\partial p}{\partial t}=\frac{D_e}{R^2}\frac{\partial^2p}{\partial\varphi^2}-kp .$$

Multiply by $\cos\varphi$ and integrate around the circle. Two integrations by parts turn the second derivative into $-1$ times the same integral. With the start at $\varphi=0$,

$$\int p\cos\varphi\,d\varphi=e^{-(k+D_e/R^2)t}.$$

Capture between $t$ and $t+dt$ carries the weight $k\,dt$, so

$$C=\int_0^\infty k\,e^{-(k+D_e/R^2)t}dt
=\frac{1}{1+\lambda^2/R^2},\qquad \lambda=\sqrt{D_e/k}.\tag{3}$$

The length $\lambda$ measures how far an atom travels before capture. If $c$ is the number of edge adatoms per length, captures occur at rate $kc$ per length. In equilibrium this equals the release rate $w/2$, hence $w=2kc$. Inserting this and (3) in (1), with $k\lambda^2=D_e$,

$$D_{\rm edge}=\frac{\Omega^2(2kc)}{2\pi R}\,
\frac{\lambda^2/R^2}{1+\lambda^2/R^2}
=\frac{\Omega^2cD_e}{\pi R^3(1+\lambda^2/R^2)}.\tag{4}$$

For $\lambda\ll R$,

$$D_{\rm edge}\simeq\frac{\Omega^2cD_e}{\pi R^3}.\tag{5}$$

This agrees with a direct count of hops. If an adatom hops a distance $a$ at rate $\nu$ in each direction, there are $2\nu c$ hops per length and time, and each moves the centroid by $a\Omega/A$. Then $4D=2\pi R(2\nu c)(a\Omega/A)^2$. With $D_e=\nu a^2$ this is (5). Adding the squares treats successive hops of one atom as uncorrelated shifts, which is valid only while the edge direction hardly turns during an excursion, that is, for $\lambda\ll R$. The number of hops again grows as $R$, but the squared shift now falls as $R^{-4}$.

For $\lambda\gg R$, equation (4) becomes $D_{\rm edge}\simeq\Omega^2kc/(\pi R)$. The atom forgets its starting angle before capture, so edge diffusion too gives $R^{-1}$. With $k$ and $c$ independent of $R$, the $R^{-3}$ law therefore needs short edge excursions as well as transport along the edge. The opposite limit requires slow capture at the kinks: if every kink captured at once, an atom could not pass the next one, and $\lambda$ could not become much larger than $R$.

The local exponent follows from $\ln D_{\rm edge}=\text{const}-3\ln R-\ln(1+\lambda^2/R^2)$:

$$\frac{d\ln D_{\rm edge}}{d\ln R}=-3+\frac{2\lambda^2/R^2}{1+\lambda^2/R^2}.\tag{6}$$

## Why line tension does not stop the centroid

Line tension restores the shape, so its effect on long-time motion must be examined. Write the edge as $r(\theta)=R+\rho(\theta)$, with

$$\rho=a_0+\sum_{n\ge1}(a_n\cos n\theta+b_n\sin n\theta).$$

The centroid's $x$ coordinate is $A^{-1}\int (r^3/3)\cos\theta\,d\theta$. To first order $r^3/3\simeq R^3/3+R^2\rho$. The constant term integrates to zero, leaving

$$X_x=\frac{R^2}{\pi R^2}\int\rho\cos\theta\,d\theta=a_1 .$$

Centroid motion is thus motion of the $n=1$ mode.

The island is in balance with a reservoir, and its energy is $E=\gamma L-pA$ with $p=\gamma/R$. To second order,

$$L\simeq\int\left(R+\rho+\frac{\rho'^2}{2R}\right)d\theta,\qquad
A=\frac12\int(R+\rho)^2d\theta .$$

The linear terms cancel because $\gamma\rho-pR\rho=0$. Apart from a constant,

$$E=\frac{\gamma}{2R}\int(\rho'^2-\rho^2)\,d\theta .$$

For $n\ge1$, the part containing $a_n$ is $\pi\gamma(n^2-1)a_n^2/(2R)$.

Next comes the noise. Adding area $\Omega$ at angle $\theta$ changes $a_n$ by $\Omega\cos n\theta/(\pi R)$. A paired event changes it by the difference of two such terms. Averaged over the starting angle,

$$\left\langle[\cos n(\theta+\varphi)-\cos n\theta]^2\right\rangle
=\tfrac12+\tfrac12-\langle\cos n\varphi\rangle=1-C_n,$$

where $C_n=\langle\cos n\varphi\rangle$. Multiplying by the pair rate $\pi Rw$ gives

$$\left.\frac{d\langle a_n^2\rangle}{dt}\right|_{\rm noise}
=\pi Rw\frac{\Omega^2}{\pi^2R^2}(1-C_n)=\frac{q_n}{\pi R},\qquad
q_n=\Omega^2w(1-C_n).$$

For the edge walk, the derivation of (3) with $\cos n\varphi$ gives $C_n=1/(1+n^2\lambda^2/R^2)$. For uncorrelated events $q_n=\Omega^2w$.

Let the linear response be $\dot a_n=-M_n\,\partial E/\partial a_n$ plus noise. Thermal equilibrium requires the noise to supply variance at rate $2kTM_n$, so $M_n=q_n/(2\pi RkT)$. Since $\partial E/\partial a_n=\pi\gamma(n^2-1)a_n/R$, the relaxation rate is

$$\Gamma_n=\frac{q_n\gamma(n^2-1)}{2kTR^2}.\tag{7}$$

In this thermal relation $k$ stands for Boltzmann's constant and always appears as $kT$; elsewhere $k$ is the capture rate.

For $n\ge2$ the variance saturates at $q_n/(2\pi R\Gamma_n)=kTR/[\pi\gamma(n^2-1)]$. For $n=1$ the rate is zero, because this mode is a translation. Hence $\langle a_1^2\rangle=q_1t/(\pi R)=2Dt$, which returns (1). At linear order, curvature relaxation therefore leaves the long-time diffusivity unchanged. Nonlinear coupling between shape modes is not evaluated here.

These statements were tested on polygonal edges with 60, 120 and 240 corners. Restoring forces came from numerical derivatives of length and area, and edge noise from a master equation for landing sites. Capture lengths of 0.5, 10 and 1000 corner spacings were used, together with uncorrelated exchange. After five relaxation times of the $n=2$ mode, the centroid diffusivity differed from (1) by at most 0.82 %, relative to (1). The fitted exponents were $-2.994$ for the shortest capture length, $-0.995$ for the longest and $-0.994$ for uncorrelated exchange.

## Size instability under uncorrelated exchange

Edge diffusion conserves the island's area, but uncorrelated exchange does not. For $n=0$ the energy is $E=-\pi\gamma a_0^2/R$. One event changes $a_0$ by $\Omega/(2\pi R)$, so the noise supplies variance at rate $2\pi Rw\,\Omega^2/(4\pi^2R^2)=\Omega^2w/(2\pi R)$, and $M_0=\Omega^2w/(4\pi RkT)$. Consequently

$$\dot a_0=M_0\frac{2\pi\gamma}{R}a_0=\frac{a_0}{\tau_0},\qquad
\tau_0=\frac{2kTR^2}{w\Omega^2\gamma},\tag{8}$$

apart from noise. A slightly large island grows and a slightly small one shrinks. During one growth time, (2) gives

$$4D_{\rm unc}\tau_0
=\frac{2\Omega^2w}{\pi R}\,\frac{2kTR^2}{w\Omega^2\gamma}
=\frac{4kTR}{\pi\gamma}.\tag{9}$$

Using (2) over longer times requires the mean size to be held, for example by a reservoir correction applied uniformly around the edge. Such a correction acts on $n=0$ and leaves the $n=1$ noise in place.

Random size changes matter even without this instability. One event changes the relative area by $\Omega/A$, and it changes $|\Delta\mathbf X|/R$ by the same amount. From noise alone, the mean square relative area change therefore equals $\langle|\Delta\mathbf X|^2\rangle/R^2$: a free island that has moved by its own radius has also changed its area by a comparable fraction, outside the fixed-$R$ theory.

A lattice disc of 2885 atoms tested the event count. Each of its 340 possible edge additions and removals was made separately and the centroid recomputed. The diffusivity obtained was 1.0012 times that from (2).

## Terrace return: the intermediate law

Detachment onto a terrace is not enough to make exchange uncorrelated, since the atom may return near its starting point. Let $D_T$ be the terrace diffusivity, $\kappa$ the attachment velocity and $\ell=D_T/\kappa$. Let $u(r,\theta)$ be the expected cosine of the landing angle for an atom now at $(r,\theta)$.

On the terrace $\nabla^2u=0$, because the expectation is unchanged by averaging over the next unbiased step. At the edge, let the atom step outward by $b$ at rate $D_T/b^2$ or attach at rate $\kappa/b$. Balance gives

$$0=\frac{D_T}{b^2}[u(R+b)-u(R)]+\frac{\kappa}{b}[\cos\theta-u(R)].$$

Multiplying by $b$ and taking $b\to0$ yields $D_T\partial_ru=\kappa(u-\cos\theta)$ at $r=R$. The decaying solution is $u=g(R/r)\cos\theta$. Substitution gives $-D_Tg/R=\kappa(g-1)$, so

$$C=g=\frac1{1+\ell/R},\qquad
D_{\rm ret}=\frac{\Omega^2w}{2\pi R(1+R/\ell)}.\tag{10}$$

For $\ell\gg R$ attachment is slow, the atom loses memory of its origin, and the $R^{-1}$ law appears. For $\ell\ll R$ the result is $\Omega^2w\ell/(2\pi R^2)$, an $R^{-2}$ law. Equation (10) describes an isolated island to which every atom returns; capture by other islands weakens the correlation. In two dimensions return is certain, yet the mean return time is infinite. This does not spoil (10), because atoms that return very late have lost their memory of the starting angle. The observation time need only be much longer than $R^2/D_T$.

## Silver islands on Ag(111)

The example uses rough typical inputs at 300 K, where $kT=0.02585$ eV:

- atomic spacing $a=0.289$ nm and $\Omega=0.07233$ nm²;
- attempt rate $10^{13}$ s⁻¹ and edge hop barrier 0.30 eV;
- edge-adatom formation energy 0.25 eV;
- detachment barrier 0.75 eV, applied to every edge site;
- line tension 0.75 eV/nm and kink spacing $L_k=5.0$ nm.

The local quantities are

$$D_e=10^{13}(0.289)^2e^{-0.30/0.02585}=7.62\times10^6\ {\rm nm^2/s},$$

$$c=\frac{e^{-0.25/0.02585}}{0.289}=2.18\times10^{-4}\ {\rm nm^{-1}},$$

$$w=\frac{2\times10^{13}}{0.289}e^{-0.75/0.02585}=17.4\ {\rm nm^{-1}s^{-1}}.$$

For the capture rate, treat neighbouring kinks as perfect sinks. The mean capture time from position $x$ obeys $D_eT_c''=-1$, so $T_c=x(L_k-x)/(2D_e)$. Its average over uniform starting points is $L_k^2/(12D_e)$. Taking $k$ as the inverse gives $\lambda=L_k/\sqrt{12}=1.44$ nm. This estimate assumes evenly spaced kinks. For unequal gaps $L$ the effective value is $\lambda^2\simeq\langle L^3\rangle/(12\langle L\rangle)$, which is $L_k^2/2$ for randomly placed kinks; the finite-$\lambda$ reduction at 10 nm would then be about 11 % instead of 2 %. In either case $k$ drops out of (5). The chosen spacing stands for a partly faceted island: on this lattice a truly circular edge needs a kink about every 1.0 nm on average, simply to turn through all directions. With that spacing $\lambda$ would be about 0.3 nm, and $D_{\rm edge}$ at 10 nm would be about 2 % higher than the value from (4) below.

At $R=10$ nm,

$$\frac{\Omega^2cD_e}{\pi R^3}
=\frac{(0.07233)^2(2.184\times10^{-4})(7.621\times10^6)}{\pi(10)^3}
=2.77\times10^{-3}\ {\rm nm^2/s}.$$

Since $\lambda^2/R^2=0.0208$, equation (4) lowers this to $2.72\times10^{-3}$ nm²/s, or $2.72\times10^{-17}$ cm²/s. The local exponent is $-2.96$. With the local rates held fixed, the diffusivities in nm²/s are:

| $R$ (nm) | Edge, (4) | Uncorrelated, (2) | Return, $\ell=a$ |
|---:|---:|---:|---:|
| 5 | $2.05\times10^{-2}$ | $2.90\times10^{-3}$ | $1.58\times10^{-4}$ |
| 10 | $2.72\times10^{-3}$ | $1.45\times10^{-3}$ | $4.07\times10^{-5}$ |
| 20 | $3.45\times10^{-4}$ | $7.25\times10^{-4}$ | $1.03\times10^{-5}$ |

Equating (5) and (2) gives $R^2=2cD_e/w$, so the two ideal laws cross at 13.8 nm. That crossing presumes uncorrelated exchange at the listed $w$. An added attachment barrier would not by itself produce it. If $n_T$ is the equilibrium density of terrace atoms, detailed balance gives $w=2\kappa n_T=2D_Tn_T/\ell$, and (10) becomes $D_{\rm ret}=\Omega^2D_Tn_T/[\pi R(R+\ell)]$. At fixed $n_T$ and $D_T$, a larger $\ell$ therefore slows the island. The uncorrelated column is a comparison at fixed $w$, not a prediction of what such a barrier would do on silver. If terrace atoms meet no attachment barrier, represented roughly by $\ell=a$, edge diffusion still leads by a factor of about 33 at 20 nm. This factor depends on the product $w\ell=2D_Tn_T$ and is uncertain by about a factor of two. The listed $w$ counts one outward hop per edge site; if the attempt rate applies to each hop direction on the triangular lattice, $w\ell$ is larger by $\sqrt3$, the factor falls to about 19, and the crossing radius given next falls to about 380 nm. Equating (5) with the $R^{-2}$ limit of (10) moves the crossing to $2cD_e/(w\ell)=(13.83)^2/0.289\simeq660$ nm.

At 10 nm the elliptic shape relaxes in 3.6 s by edge diffusion, whereas $R^2/(4D_{\rm edge})$ is about $9.2\times10^3$ s. Shape relaxation and centroid motion are thus well separated. For hypothetical uncorrelated exchange, $\tau_0$ is 76 s, and (9) gives an rms displacement of only 0.66 nm in that time. The size must therefore be controlled if that channel is to be followed over a distance comparable with $R$.

These inputs are meant to lie in the range of real silver islands, but the diffusivity is an order-of-magnitude estimate. A 0.05 eV barrier error changes it by a factor of 6.9, and heating from 300 to 350 K raises the model's edge value about 21 times. Real Ag(111) islands tend towards rounded hexagons, which breaks the assumption of an isotropic edge. The ratio $L_k/R=0.50$ warns that straight facets may matter. If their sole effect were to lengthen an even kink spacing to $R$, then $\lambda^2/R^2=1/12$ and $D$ would lie 8 % below (5), or about 30 % below for randomly placed kinks of the same mean spacing; a barrier to starting a new row on a facet could have a larger effect, which this model cannot size.

Curvature also changes the local rates. Removing an atom from a round island lowers the edge energy by $\gamma\Omega/R$. If the formation energy refers to a straight edge, $c$ gains a factor $e^{\gamma\Omega/(kTR)}$. At 10 nm the exponent is $0.75\times0.07233/(0.02585\times10)=0.21$, so $D_{\rm edge}$ rises by about 23 %, and its local size exponent becomes more negative by 0.21. This correction is not in the table. For evenly spaced kinks it exceeds the finite-$\lambda$ correction at this radius; for randomly placed kinks the two shifts of the exponent are of similar size and opposite sign. Both matter when the model is fitted to small islands. Exponents measured by STM on small Ag(111) islands lie nearer $-2$ than $-3$, so the isotropic model does not predict the real size dependence, and a fitted exponent alone does not identify the transport mechanism. The remaining values are in the numerical output.

## Numbers as computed

```
Fitted exponent, edge walk, short capture length: -2.994
Fitted exponent, edge walk, long capture length: -0.995
Fitted exponent, uncorrelated exchange: -0.994
Largest error of D formula in edge tests: 0.82 %
Lattice disc: atoms 2885, edge events 340
Lattice disc: enumerated D / formula D = 1.0012
Lattice disc: (shift/R)^2 / (relative size change)^2 = 1.0012
Example: silver islands on Ag(111), rough typical inputs, 300 K
Atomic spacing: 0.289 nm; area per atom: 0.07233 nm^2
Attempt rate: 1.0e+13 1/s; kT: 0.02585 eV
Edge hop barrier: 0.30 eV
Edge adatom formation energy: 0.25 eV
Detachment barrier to terrace: 0.75 eV
Line tension: 0.75 eV/nm; kink spacing: 5.0 nm
Edge diffusivity D_e: 7.621e+06 nm^2/s
Edge adatom density c: 2.184e-04 1/nm
Capture length lambda: 1.443 nm
Terrace exchange events w: 17.406 1/(nm s)
R = 5 nm: edge D, R^-3 limit: 2.218e-02 nm^2/s
R = 5 nm: edge D, finite lambda: 2.047e-02 nm^2/s
R = 5 nm: uncorrelated exchange D: 2.899e-03 nm^2/s
R = 5 nm: D with terrace return, ell = a: 1.584e-04 nm^2/s
R = 10 nm: edge D, R^-3 limit: 2.772e-03 nm^2/s
R = 10 nm: edge D, finite lambda: 2.716e-03 nm^2/s
R = 10 nm: uncorrelated exchange D: 1.449e-03 nm^2/s
R = 10 nm: D with terrace return, ell = a: 4.071e-05 nm^2/s
R = 20 nm: edge D, R^-3 limit: 3.465e-04 nm^2/s
R = 20 nm: edge D, finite lambda: 3.447e-04 nm^2/s
R = 20 nm: uncorrelated exchange D: 7.247e-04 nm^2/s
R = 20 nm: D with terrace return, ell = a: 1.032e-05 nm^2/s
R = 10 nm: edge D in engineering unit: 2.716e-17 cm^2/s
R = 10 nm: local exponent of edge D: -2.959
R = 10 nm: time R^2/(4D) to move one radius: 9.206e+03 s
R = 10 nm: elliptic shape relaxation time: 3.573 s
R = 10 nm: size growth time, uncorrelated: 75.70 s
R = 10 nm: rms displacement in that time: 0.662 nm
Radius where the two ideal laws cross: 13.83 nm
Neglected, R = 10 nm: (lambda/R)^2 = 0.0208
Neglected, R = 10 nm: kT/(tension R) = 0.00345
Neglected, R = 10 nm: kink spacing/R = 0.50
Factor in D from a 0.05 eV barrier error: 6.92
Edge D at 350 K / edge D at 300 K, R = 10 nm: 20.89
```
